# Nonparabolic Subband Dispersion from the Kane Relation and a Mean Potential, part 1

(Sections cited here and not found follow in the second part.)

## First half: the dispersion formula and its one-sided error

A thin semiconductor film occupies \(0<z<L\). Its electrons belong to one isotropic conduction valley with band-edge mass \(m\), and they have the potential energy \(V(z)\). The walls at \(z=0\) and \(z=L\) are hard, so every envelope function vanishes there. Motion in the plane of the film is free, with wave vector of magnitude \(k\). Spin splitting, strain and scattering are left out.

The parabolic subbands have been computed already. They are normalized real functions \(\varphi_n(z)\) obeying

\[
(T_z+V)\varphi_n=E_n\varphi_n,\qquad T_z=-\frac{\hbar^2}{2m}\frac{d^2}{dz^2},
\]

with \(n=1,2,\dots\) in order of rising energy. The task is to obtain the nonparabolic dispersion from these states without solving a second eigenvalue problem, and to find out how far the answer can be trusted. The notation \(\langle\cdot\rangle_n\) means an average in \(\varphi_n\), and

\[
\varepsilon=\frac{\hbar^2k^2}{2m}
\]

is the parabolic in-plane energy.

### (a) The Kane relation in a uniform potential

*Take one conduction band and one valence band, separated by a gap \(E_g\) and coupled by a term proportional to the wave vector. Find the relation between energy and wave vector when \(V\) is uniform.*

**Solution.** Let \(q\) be the magnitude of the three-dimensional wave vector and \(P\) the real coupling constant. The conduction amplitude \(c\) and the valence amplitude \(d\) obey

\[
(E-V)\,c=Pq\,d,\qquad (E-V+E_g)\,d=Pq\,c .
\]

The conduction edge lies at \(V\) and the valence edge at \(V-E_g\). Multiply the first equation by \(E-V+E_g\) and use the second on the right:

\[
(E-V)(E-V+E_g)\,c=P^2q^2\,c .
\]

Divide by \(E_g\) and by \(c\):

\[
(E-V)\left[1+\frac{E-V}{E_g}\right]=\frac{P^2q^2}{E_g}.
\]

Near the conduction edge \(E-V\) is much smaller than \(E_g\), the bracket tends to one, and the energy must become \(\hbar^2q^2/2m\). This fixes \(P^2/E_g=\hbar^2/2m\). With \(\alpha=1/E_g\),

\[
(E-V)\,[1+\alpha(E-V)]=\frac{\hbar^2q^2}{2m}. \tag{1}
\]

This is the Kane relation. In a real crystal more distant bands also contribute, and \(\alpha\) is then a parameter of the valley that need not equal \(1/E_g\). Equation (1) with given \(m\) and \(\alpha\) is the model from here on.

The energy enters through \(E-V\), the height above the local band edge. Nonparabolicity therefore responds to kinetic energy, whatever the value of the potential.

### (b) The subband dispersion

*Let \(V\) depend on \(z\). Turn (1) into an equation for the envelope function, average it in the parabolic state, and replace the potential by its expectation value. Solve for the energy.*

**Solution.** The in-plane part of the wave function is a plane wave, so the right side of (1) becomes \(T_z+\varepsilon\). One way to write the relation as a wave equation is

\[
(E-V)\,[1+\alpha(E-V)]\,\psi=(T_z+\varepsilon)\,\psi . \tag{2}
\]

This step contains a choice. When \(V\) varies, \(T_z\) and \(V\) do not commute, and the uniform relation (1) does not say in what order they should stand. Two other choices are examined in the second half. Equation (2) will be called the energy-dependent Kane equation.

Its solution \(\psi\) is not \(\varphi_n\). The first approximation is to put \(\varphi_n\) in its place and to demand that (2) hold on average:

\[
\langle E-V\rangle_n+\alpha\langle(E-V)^2\rangle_n=\langle T_z\rangle_n+\varepsilon .
\]

Define the mean potential and the mean confinement kinetic energy,

\[
U_n=\langle V\rangle_n,\qquad K_n=\langle T_z\rangle_n=E_n-U_n .
\]

The last equality is the average of the parabolic equation. To evaluate the square, write \(E-V=(E-U_n)-(V-U_n)\). Then

\[
\langle(E-V)^2\rangle_n=(E-U_n)^2-2(E-U_n)\langle V-U_n\rangle_n+\langle(V-U_n)^2\rangle_n .
\]

The middle term vanishes by the definition of \(U_n\). The last term is the variance of the potential, \(\sigma_n^2=\langle V^2\rangle_n-U_n^2\). The averaged equation is therefore

\[
(E-U_n)+\alpha(E-U_n)^2+\alpha\sigma_n^2=K_n+\varepsilon . \tag{3}
\]

The second approximation replaces \(V\) by the number \(U_n\). A number has no variance, so this means dropping \(\alpha\sigma_n^2\). With \(y=E-U_n\) and \(x=K_n+\varepsilon\), what remains is

\[
\alpha y^2+y-x=0,\qquad y=\frac{-1\pm\sqrt{1+4\alpha x}}{2\alpha}.
\]

The upper sign gives \(1+2\alpha y=+\sqrt{1+4\alpha x}>0\) and \(y\to x\) when \(\alpha\to0\). That is the conduction band. The lower sign gives an energy near \(-1/\alpha\), which belongs to the valence band. Hence

\[
\boxed{E_n(k)=U_n+\frac{1}{2\alpha}\left[\sqrt{1+4\alpha\left(E_n-U_n+\frac{\hbar^2k^2}{2m}\right)}-1\right]} \tag{4}
\]

In (4) the symbol \(E_n\) without an argument is the parabolic level, and \(E_n(k)\) is the nonparabolic subband. This is the simulator formula. It needs one number beyond the parabolic level, the mean potential. It rests on two approximations, a frozen wave function and a neglected variance.

For later use, define

\[
f(x)=\frac{\sqrt{1+4\alpha x}-1}{2\alpha},
\]

so that (4) reads \(E_n(k)=U_n+f(K_n+\varepsilon)\). For small \(\alpha x\), the expansion \(\sqrt{1+u}=1+u/2-u^2/8+\dots\) with \(u=4\alpha x\) gives

\[
f(x)=x-\alpha x^2+\dots ,
\]

and for \(\alpha\to0\) formula (4) returns \(E_n+\varepsilon\).

### (c) Energy zero and flat potential

*Show that (4) does not depend on where the zero of energy is placed, whereas \(f(E_n+\varepsilon)\) does. Then find a case in which (4) solves equation (2) without error.*

**Solution.** Add a constant \(c\) to \(V\). The states \(\varphi_n\) do not change, while \(E_n\) and \(U_n\) both rise by \(c\). Their difference \(K_n\) stays the same, so the right side of (4) rises by \(c\), as an energy must.

The expression \(f(E_n+\varepsilon)\) becomes \(f(E_n+c+\varepsilon)\). Since

\[
f'(x)=\frac{1}{\sqrt{1+4\alpha x}}
\]

is less than one for \(x>0\), this expression rises by less than \(c\) when \(c\) and the original argument are positive. It treats potential energy as if it were kinetic energy. The subtraction of \(U_n\) in (4) is what removes this fault.

Now let \(V=V_0\) be constant between the walls. Then \(U_n=V_0\) and \(\sigma_n=0\). The parabolic states are sine functions, and each is an eigenfunction of \(T_z\) with eigenvalue \(K_n\). Put \(\psi=\varphi_n\) in (2): both sides are numbers times \(\varphi_n\), and the equation reduces to \(y(1+\alpha y)=K_n+\varepsilon\) with \(y=E-V_0\). Both approximations are then free of error, and (4) solves (2). A flat film between hard walls is thus a poor case for judging the formula, because the error being looked for is absent.

### (d) Mass and density of states

*Find the in-plane mass at the bottom of the subband and the density of states that follow from (4).*

**Solution.** Differentiate (4) with respect to \(\varepsilon\):

\[
\frac{dE_n(k)}{d\varepsilon}=\frac{1}{\sqrt{1+4\alpha(K_n+\varepsilon)}}=\frac{1}{1+2\alpha[E_n(k)-U_n]} . \tag{5}
\]

The second form uses \(1+2\alpha y=\sqrt{1+4\alpha x}\) from part (b). The chain rule with \(d\varepsilon/dk=\hbar^2k/m\) gives

\[
\frac{dE_n(k)}{dk}=\frac{\hbar^2k}{m}\,\frac{dE_n(k)}{d\varepsilon}.
\]

Differentiate once more and set \(k=0\). The term that contains the derivative of \(dE_n/d\varepsilon\) carries a factor \(k\) and vanishes, so

\[
\left.\frac{d^2E_n(k)}{dk^2}\right|_{k=0}=\frac{\hbar^2}{m}\,\frac{1}{\sqrt{1+4\alpha K_n}} .
\]

The band-bottom mass \(m_n\) is defined by setting this curvature equal to \(\hbar^2/m_n\):

\[
m_n=m\sqrt{1+4\alpha K_n}. \tag{6}
\]

Confinement across the film makes the electron heavier along the film, because the confinement kinetic energy has already moved it up the nonparabolic band.

For the density of states, count the states inside a circle of radius \(k\). Per unit area, and with two spins, their number is

\[
N=2\,\frac{\pi k^2}{(2\pi)^2}=\frac{k^2}{2\pi}=\frac{m\varepsilon}{\pi\hbar^2}.
\]

Therefore, above the subband edge,

\[
D_n(E)=\frac{dN}{dE}=\frac{m}{\pi\hbar^2}\,\frac{d\varepsilon}{dE}
=\frac{m}{\pi\hbar^2}\,[1+2\alpha(E-U_n)]. \tag{7}
\]

At the edge the density jumps from zero to \(m_n/\pi\hbar^2\), and it then grows linearly. A parabolic subband has the jump without the growth.

### (e) The variance restored, and the sign of the error

*Solve (3) with the variance kept. Show that, for the lowest subband and a potential drop that is not too large, the simulator formula lies above the level of the energy-dependent Kane equation.*

**Solution.** Equation (3) differs from the simplified quadratic by the replacement \(x\to x-\alpha\sigma_n^2\). Its conduction root is

\[
E_n^{\sigma}(k)=U_n+f\!\left(K_n+\varepsilon-\alpha\sigma_n^2\right). \tag{8}
\]

Since \(f\) increases with its argument, \(E_n^{\sigma}(k)\le E_n(k)\).

To compare with the solution of (2), collect all its terms in one operator,

\[
A(E)=T_z+\varepsilon-(E-V)-\alpha(E-V)^2 .
\]

A level of (2) is an energy at which an eigenvalue of \(A(E)\) is zero. Let \(\lambda(E)\) be the lowest eigenvalue, with normalized eigenfunction \(\chi\). The derivative of an eigenvalue is the average of the derivative of the operator, so

\[
\frac{d\lambda}{dE}=-\langle\chi|\,1+2\alpha(E-V)\,|\chi\rangle .
\]

Assume that the total variation of the potential is limited by

\[
V_{\max}-V_{\min}<\frac{1}{2\alpha}. \tag{9}
\]

For \(E\ge V_{\min}\) we then have \(1+2\alpha(E-V)\ge1-2\alpha(V_{\max}-V_{\min})>0\) everywhere in the film, and \(\lambda(E)\) falls as \(E\) rises.

At the starting point \(E=V_{\min}\), put \(v=V-V_{\min}\ge0\). Then

\[
A(V_{\min})=T_z+\varepsilon+v(1-\alpha v).
\]

Condition (9) makes \(\alpha v<1/2\), so the last term is not negative. Between hard walls \(T_z\) is positive. Hence \(\lambda(V_{\min})>0\), and the lowest conduction level of (2) is the single point above \(V_{\min}\) where the falling function \(\lambda(E)\) crosses zero. Call it \(E_1^{\rm K}(k)\).

The average \(\langle A(E)\rangle_1\) in the parabolic state is also positive at \(V_{\min}\), and it falls from there without limit. It therefore has one zero above \(V_{\min}\). The condition \(\langle A(E)\rangle_1=0\) is equation (3). At this zero the slope \(-[1+2\alpha(E-U_1)]\) is negative, which selects the conduction root (8), and so the square root in (8) is real under condition (9).

The lowest eigenvalue of an operator cannot exceed its average in any normalized trial state. At \(E=E_1^{\sigma}(k)\) this says

\[
\lambda(E_1^{\sigma})\le\langle A(E_1^{\sigma})\rangle_1=0 .
\]

Because \(\lambda\) falls with energy, its zero lies at or below \(E_1^{\sigma}\). Together with the first inequality,

\[
E_1^{\rm K}(k)\le E_1^{\sigma}(k)\le E_1(k). \tag{10}
\]

The two approximations of part (b) thus err in the same direction for the lowest subband. Freezing the wave function raises the level, and dropping the variance raises it again. The argument uses the lowest eigenvalue, so it does not order the levels of higher subbands.

## Second half: size of the error and a worked channel

The symbols carried over are these. The parabolic state \(\varphi_n\) has level \(E_n\), mean potential \(U_n\), mean kinetic energy \(K_n=E_n-U_n\) and potential variance \(\sigma_n^2\). The in-plane energy is \(\varepsilon=\hbar^2k^2/2m\), and \(f(x)=[\sqrt{1+4\alpha x}-1]/2\alpha\). The simulator formula is \(E_n(k)=U_n+f(K_n+\varepsilon)\), and its band-bottom mass is \(m_n=m\sqrt{1+4\alpha K_n}\). Keeping the variance gives \(E_n^{\sigma}(k)=U_n+f(K_n+\varepsilon-\alpha\sigma_n^2)\). The energy-dependent Kane equation is

\[
(E-V)[1+\alpha(E-V)]\psi=(T_z+\varepsilon)\psi,
\]

with levels \(E_n^{\rm K}(k)\). For the lowest subband, \(E_1^{\rm K}\le E_1^{\sigma}\le E_1(k)\) when the potential varies by less than \(1/2\alpha\).

### (f) A second reading of the Kane relation

*Solve the uniform Kane relation for the energy first, and only then let \(V\) vary. Compare the lowest level with the simulator formula.*

**Solution.** In a uniform potential \(E=V+f(\hbar^2q^2/2m)\). With \(V(z)\) restored, this suggests the Hamiltonian

\[
H=V+f(T_z+\varepsilon).
\]

The function of \(T_z\) is defined through its hard-wall eigenfunctions, the sine functions: each is multiplied by \(f\) of its own kinetic energy.

The second derivative \(f''(x)=-2\alpha(1+4\alpha x)^{-3/2}\) is negative, so the graph of \(f\) lies below each of its tangents. For the tangent at \(x_0=K_1+\varepsilon\),

\[
f(x)\le f(x_0)+f'(x_0)(x-x_0).
\]

Let \(x\) run over the values of \(T_z+\varepsilon\), and average with their probabilities in \(\varphi_1\). The mean of \(x\) is \(x_0\), so the linear term drops out and \(\langle f(T_z+\varepsilon)\rangle_1\le f(K_1+\varepsilon)\). The variational principle for \(H\) then gives

\[
E_1^{H}(k)\le U_1+\langle f(T_z+\varepsilon)\rangle_1\le E_1(k). \tag{11}
\]

The formula again lies above the lowest level. Here the neglected quantity appears as the spread of the kinetic energy.

### (g) Weak nonparabolicity

*Find the error of the formula to first order in \(\alpha\), for both readings and for any subband. How does it depend on \(k\)?*

**Solution.** The expansion \(f(x)=x-\alpha x^2+\dots\) shows that the formula shifts the parabolic energy by \(-\alpha(K_n+\varepsilon)^2\).

For the energy-dependent equation, write \(E=E_n+\varepsilon+\alpha e+\dots\) and \(\psi=\varphi_n+\alpha\eta+\dots\), and rearrange the equation as

\[
(T_z+V+\varepsilon-E)\psi=\alpha(E-V)^2\psi .
\]

The terms of first order in \(\alpha\) are

\[
(T_z+V-E_n)\eta-e\,\varphi_n=(E_n+\varepsilon-V)^2\varphi_n .
\]

Multiply by \(\varphi_n\) and integrate. The term with \(\eta\) vanishes, because \(T_z+V-E_n\) can be moved onto \(\varphi_n\), where it gives zero. Thus

\[
\alpha e=-\alpha\langle(E_n+\varepsilon-V)^2\rangle_n=-\alpha\left[(K_n+\varepsilon)^2+\sigma_n^2\right].
\]

For \(H=V+f(T_z+\varepsilon)\), the first-order shift is \(-\alpha\langle(T_z+\varepsilon)^2\rangle_n\). This average is the squared norm of \((T_z+\varepsilon)\varphi_n\). The parabolic equation gives \((T_z+\varepsilon)\varphi_n=(E_n+\varepsilon-V)\varphi_n\), so the shift is the same as before. In both readings

\[
E_n^{\rm true}(k)-E_n(k)=-\alpha\sigma_n^2+O(\alpha^2), \tag{12}
\]

where "true" means the level of the chosen wave equation.

The first-order error does not contain \(k\). It moves the whole subband rigidly and leaves its shape alone. To this order the formula is better for masses and for the energy measured from the subband edge than for the edge itself.

Equation (12) was tested numerically at \(\alpha=0.001\ \text{eV}^{-1}\) in the film of part (j), for two subbands and for \(\varepsilon=0\) and 0.2 eV. The error agreed with \(-\alpha\sigma_n^2\) within 1% for both readings.

The simulator formula has been derived from the parabolic states, and for two readings of the Kane relation its error to first order in \(\alpha\) is a rigid shift set by the variance of the potential. What remains is to examine the two-band ordering, to apply the results to a triangular well and a 10 nm channel, and to compare the error with the effects the model leaves out.
